# Combining two film-thickness readings with a shared scale error

## Problem

An ultrathin silicon dioxide film on silicon is measured in two photoemission runs at normal emission. Photoelectrons from depth $z$ reach the surface with probability proportional to $e^{-z/L}$, where $L$ is the attenuation length, taken to be the same for oxide and substrate electrons. For a film of thickness $d$, the oxide signal is proportional to

$$\int_0^d e^{-z/L}\,dz=L\left(1-e^{-d/L}\right),$$

and the substrate signal to

$$\int_d^\infty e^{-z/L}\,dz=L e^{-d/L}.$$

The measured oxide-to-substrate intensity ratio is divided by the ratio found on thick samples of the two materials, which removes their different emission strengths. The normalized ratio is then $r=e^{d/L}-1$, so

$$d=L\ln(1+r).$$

With $L=3.0$ nm, the two runs give $r=0.6487$ and $0.3956$, hence the readings $y_1=1.5$ nm and $y_2=1.0$ nm. Each has an independent relative standard error $a=0.10$. The value of $L$ has a relative standard error $b=0.20$. Since $L$ multiplies both thicknesses, this second error is a shared scale error.

An analyst wants one thickness $x$ and builds the covariance matrix from the measured values:

$$V_{ii}=(a^2+b^2)y_i^2,\qquad V_{12}=V_{21}=b^2y_1y_2 .$$

(a) What thickness and standard error does generalized least squares give with this matrix?

(b) For which readings does the result lie outside the interval between them?

(c) Which assumption in the matrix is responsible, and what should replace it if both kinds of error are proportional to the common true thickness?

(d) Are the two readings compatible with the stated errors?

Assume that the film did not change between the runs. The algebra holds in any system of units; thicknesses are given in nm.

## A first estimate by scaling

The shared part of the matrix, $b^2y_iy_j$, describes a displacement in which each reading moves in proportion to its own size. The fit may therefore lower both readings by a common fraction $\varepsilon$. This brings them closer together, because their difference shrinks by the same fraction.

To see how far this goes, replace the two independent errors by one typical size, $a\bar y$, with $\bar y=(y_1+y_2)/2=1.25$ nm. The difference of the readings has variance $2a^2\bar y^2$, so the squared disagreement in units of its error is

$$Q_0=\frac{(y_1-y_2)^2}{2a^2\bar y^2}=\frac{0.25}{2(0.01)(1.5625)}=8 .$$

A small reduction $\varepsilon$ changes this to $(1-\varepsilon)^2Q_0\approx Q_0-2\varepsilon Q_0$. It costs $\varepsilon^2/b^2$, the square of the scale shift in units of its standard error. Minimizing $-2\varepsilon Q_0+\varepsilon^2/b^2$ gives

$$\varepsilon\approx b^2Q_0=0.04\times 8=0.32,$$

$$x\approx\bar y(1-\varepsilon)=1.25\times0.68=0.85\ \text{nm}.$$

The estimate falls below the lower reading. The same reasoning gives a rough condition for this to happen. Write $y_1=(1+\eta)y_2$ with small positive $\eta$. The lower reading is a fraction of about $\eta/2$ below the mean, while $Q_0\approx\eta^2/(2a^2)$ makes the reduction about $b^2\eta^2/(2a^2)$. The reduction exceeds the distance to the lower reading when

$$\eta>\frac{a^2}{b^2}=0.25 .$$

The readings have $\eta=0.5$. This is neither small nor close to the boundary, so the exact solution is needed.

## Exact solution

### (a) The least-squares value

Let $\mathbf y=(y_1,y_2)^T$ and $\mathbf 1=(1,1)^T$. Generalized least squares minimizes

$$S(x)=(\mathbf y-x\mathbf 1)^TV^{-1}(\mathbf y-x\mathbf 1),$$

with $V$ held fixed. Setting $dS/dx=-2\,\mathbf 1^TV^{-1}(\mathbf y-x\mathbf 1)$ to zero gives

$$x=\frac{\mathbf 1^TV^{-1}\mathbf y}{\mathbf 1^TV^{-1}\mathbf 1}.$$

With $D=V_{11}V_{22}-V_{12}^2$, the inverse of the two-by-two matrix gives

$$V^{-1}\mathbf 1=\frac1D\begin{pmatrix}V_{22}-V_{12}\\V_{11}-V_{12}\end{pmatrix}.$$

The sum of these components is $(V_{11}+V_{22}-2V_{12})/D$. Thus $x=w_1y_1+w_2y_2$, with

$$w_1=\frac{V_{22}-V_{12}}{V_{11}+V_{22}-2V_{12}},\qquad w_2=1-w_1 .$$

The matrix elements are

$$V_{11}=0.05\times2.25=0.1125,\quad V_{22}=0.05,\quad V_{12}=0.04\times1.5=0.06,$$

all in nm². The denominator is $0.1125+0.05-0.12=0.0425$ nm², so

$$w_1=\frac{-0.01}{0.0425}=-0.2353,\qquad w_2=1.2353,$$

$$x=-0.2353(1.5)+1.2353(1.0)=0.882\ \text{nm}.$$

This is 8.8 angstrom. The weights add to one, but the higher reading enters with a negative sign.

The variance assigned to $x$ is $\mathbf w^TV\mathbf w$. Since $\mathbf w=V^{-1}\mathbf 1/(\mathbf 1^TV^{-1}\mathbf 1)$, it equals $1/(\mathbf 1^TV^{-1}\mathbf 1)$, or

$$\frac{D}{V_{11}+V_{22}-2V_{12}}=\frac{0.005625-0.0036}{0.0425}=0.0476\ \text{nm}^2 .$$

The stated standard error is therefore 0.218 nm.

For a general pair, the numerator of $x$ is

$$\begin{aligned}
&y_1V_{22}+y_2V_{11}-(y_1+y_2)V_{12}\\
&=(a^2+b^2)y_1y_2(y_1+y_2)-b^2y_1y_2(y_1+y_2)\\
&=a^2y_1y_2(y_1+y_2).
\end{aligned}$$

In the denominator, the terms in $b^2$ combine into $b^2(y_1-y_2)^2$. Hence

$$x=\frac{a^2y_1y_2(y_1+y_2)}{a^2(y_1^2+y_2^2)+b^2(y_1-y_2)^2}. \tag{1}$$

The shared error appears only in the denominator, multiplied by the squared difference. For unequal positive readings, a larger $b$ always lowers this estimate. For equal readings it has no effect on the estimate.

### (b) When the result leaves the interval

Take $y_1>y_2>0$. Because the weights add to one,

$$x-y_2=w_1(y_1-y_2).$$

The result is below both readings exactly when $w_1<0$. The denominator of $w_1$ is the variance of a difference and is positive for $a>0$, so the condition is $V_{22}<V_{12}$:

$$(a^2+b^2)y_2^2<b^2y_1y_2
\quad\Longleftrightarrow\quad
\frac{y_1}{y_2}>1+\frac{a^2}{b^2}. \tag{2}$$

Here the threshold is 1.25 and the ratio is 1.5. The result cannot lie above both readings: that would require $w_1>1$, or $V_{11}<V_{12}$, which is impossible because $(a^2+b^2)y_1>b^2y_2$.

A negative weight is not an error in itself. For any covariance matrix with standard deviations $\sigma_1,\sigma_2$ and correlation $\rho$, the condition $V_{22}<V_{12}$ reads $\rho>\sigma_2/\sigma_1$. The present matrix has $\rho=0.80$ and $\sigma_2/\sigma_1=0.667$.

Suppose for a moment that these were known covariances of additive errors $e_1,e_2$, independent of the readings obtained. The difference $y_1-y_2=e_1-e_2=0.5$ nm would then carry information about $e_2$. The linear prediction of $e_2$ with the smallest mean square error is

$$\hat e_2=\frac{V_{12}-V_{22}}{V_{11}+V_{22}-2V_{12}}(y_1-y_2)
=0.2353\times0.5=0.118\ \text{nm}.$$

Subtracting it from the lower reading gives $1.0-0.118=0.882$ nm. When the correlation exceeds $\sigma_2/\sigma_1$, a first reading above the second suggests that both are too high. In that situation the extrapolation would be justified.

A scale error is different. Its absolute size is proportional to the true thickness, which is the same in both runs. The measured-value matrix nevertheless gives the first run a larger scale error merely because its reading came out higher.

### (c) Where the scale factor belongs

The effect can be isolated by restoring the scale shift as a variable. Let $s_i=ay_i$, so that $s_1=0.15$ nm and $s_2=0.10$ nm, and hold these errors fixed. The measured-value matrix belongs to the error model

$$y_i=x+s_i\epsilon_i+b y_i t,$$

where $\epsilon_i$ and $t$ are independent with zero mean and unit variance, and the $y_i$ multiplying $t$ is treated as a fixed number. Put $f=1-bt$. The corresponding cost is

$$C(x,f)=\sum_i\frac{(f y_i-x)^2}{s_i^2}+\frac{(f-1)^2}{b^2}. \tag{3}$$

At fixed $f$, the best $x$ is $fm$, where $m$ is the inverse-variance mean,

$$m=\frac{s_2^2y_1+s_1^2y_2}{s_1^2+s_2^2}
=\frac{y_1y_2(y_1+y_2)}{y_1^2+y_2^2}=1.154\ \text{nm}.$$

The distances from this mean are

$$y_1-m=\frac{s_1^2(y_1-y_2)}{s_1^2+s_2^2},\qquad
y_2-m=-\frac{s_2^2(y_1-y_2)}{s_1^2+s_2^2}.$$

Squaring them, dividing by $s_i^2$ and adding gives

$$Q=\frac{(y_1-y_2)^2}{s_1^2+s_2^2}=\frac{0.25}{0.0325}=7.69 .$$

What remains of the cost is $f^2Q+(1-f)^2/b^2$. Its derivative vanishes when $fQ=(1-f)/b^2$, so

$$f=\frac1{1+b^2Q}=0.765,\qquad x=fm=0.882\ \text{nm}. \tag{4}$$

Substituting $s_i=ay_i$ into $m$ and $Q$ turns $fm$ into equation (1), which confirms that the two calculations give the same estimate.

The cost falls from 7.69 at $f=1$ to 5.88 at the minimum. The fit has multiplied both readings by 0.765 while leaving their error bars unchanged. Part of the disagreement has disappeared because the numbers were made smaller, although a common factor cannot change their ratio.

Now put the scale factor $k$ on the predicted reading:

$$C'(x,k)=\sum_i\frac{(y_i-kx)^2}{s_i^2}+\frac{(k-1)^2}{b^2}. \tag{5}$$

The sum depends only on the product $u=kx$ and is smallest at $u=m$. The last term is smallest at $k=1$. Both minima can be reached together, so $x=m=1.154$ nm. The data determine $kx$ but say nothing about $k$ separately.

The shared error still widens the uncertainty. To first order around $k=1$, $\delta x=\delta u-m\,\delta k$, and therefore

$$\sigma_x^2=\frac{s_1^2s_2^2}{s_1^2+s_2^2}+b^2m^2
=0.0069+0.0533=0.0602\ \text{nm}^2,$$

which gives a standard error of 0.245 nm.

One asymmetry remains. The errors $s_i=ay_i$ give the lower reading more weight because it happened to be low. If the independent errors are also proportional to the common true thickness, both parts must be evaluated there:

$$V=x^2\left(a^2I+b^2J\right), \tag{6}$$

where $I$ is the identity and $J$ is the matrix of ones. The two diagonal elements are now equal, so $w_1=w_2=1/2$ for any positive $x$ used in $V$. The result and its standard error are

$$x=\frac{1.5+1.0}{2}=1.25\ \text{nm},$$

$$\sigma_x=x\sqrt{\frac{a^2}{2}+b^2}=1.25\sqrt{0.045}=0.265\ \text{nm}.$$

This is 12.5 angstrom. Averaging reduces the independent variance by a factor of two but leaves the shared variance untouched.

The prefactor $x^2$ is evaluated at the estimate and held fixed during the minimization. If it varied in $S$, the fit could lower its cost by increasing $x$ and thereby enlarging the errors. For these readings the minimum would move to 1.70 nm, above both of them, and adding $\ln\det V$ to the cost would bring it back only to 1.53 nm.

A different model takes the errors as additive in $\ln y_i$, with constant covariance $a^2I+b^2J$. The weights are again equal, but the logarithms are averaged. This gives $\sqrt{y_1y_2}=1.225$ nm, about 2 percent below the arithmetic mean. For these readings, the choice between the two proportional-error models matters far less than attaching the scale error to the common value.

### Repeated use of the measured-value recipe

The value 0.882 nm comes from one discordant pair. To find the average effect, let the true thickness be $X$ and let

$$y_i=kX(1+a\epsilon_i),$$

with independent normal $\epsilon_i$ and a shared $k$ of mean one. Write $y_1=A(1+\delta)$ and $y_2=A(1-\delta)$, where $A$ is their mean. Equation (1) becomes

$$x=A\,\frac{1-\delta^2}{1+\delta^2+2(b^2/a^2)\delta^2}
\approx A\left[1-2\left(1+\frac{b^2}{a^2}\right)\delta^2\right].$$

To leading order, $\delta=a(\epsilon_1-\epsilon_2)/2$, so $\langle\delta^2\rangle=a^2/2$. The mean of $A$ is $X$, and its correlation with $\delta^2$ enters only at higher order. At fixed $b/a$, the leading relative bias is therefore

$$\frac{\langle x\rangle-X}{X}\approx-(a^2+b^2)=-5\ \text{percent}.$$

Numerical integration over the independent errors gives $-4.45$ percent. A simulation of 200,000 pairs with $X=1.25$ nm gives a mean of 1.194 nm, while the equal-weight mean averages 1.250 nm. Setting $b=0$ in the formula gives the bias of the estimate $m$: $-a^2=-1$ percent to leading order, against $-0.99$ percent by integration. The equal-weight mean has no bias in this model because each reading has mean $X$.

Condition (2) also gives the chance of falling below both readings. Let $c=1.25$ be the threshold ratio. For positive $k$ and readings, $y_1>cy_2$ means $a(\epsilon_1-c\epsilon_2)>c-1$. The left side is normal with standard deviation $a\sqrt{1+c^2}=0.160$, so the threshold lies 1.56 standard deviations from zero. Counting both orders of the readings gives 11.8 percent; the simulation gives 11.7 percent. Even with correctly stated errors, the recipe leaves the interval for about 12 percent of pairs.

### (d) Compatibility of the readings

At $x=1.25$ nm, the residuals are $+0.25$ and $-0.25$ nm. The matrix $J$ gives zero on this antisymmetric vector, so only the independent variance $a^2x^2$ remains:

$$\chi^2=\frac{0.25^2+0.25^2}{0.01\times1.5625}=8.0 .$$

There is one degree of freedom. For normal errors, with their size taken as known from the fitted thickness, a value at least this large has a probability of about 0.5 percent. The readings therefore disagree strongly, and the shared error cannot explain it. Equal weighting removes the spurious shift but does not cure the disagreement.

One convention enlarges the independent error until $\chi^2=1$. This requires $a=0.283$ and gives $1.25\pm0.35$ nm. With this larger $a$, the measured-value matrix gives 1.11 nm, inside the interval, because the threshold ratio in equation (2) has risen to 3. The enlargement shows how sensitive the measured-value estimate is to $a$; it does not identify the cause of the disagreement.

### The model beside a real film

An attenuation length near 3 nm is a rough but reasonable value for silicon photoelectrons in the oxide with a common laboratory X-ray source, and films of 1 to 1.5 nm suit the method. A 10 percent independent error is large for repeated runs on one stable instrument. An error in the thick-sample ratio is also shared: if that ratio were 10 percent too high, films with true thicknesses of 1.5 and 1.0 nm would give readings about 7.3 and 7.8 percent too low. For two readings this close together it acts almost as a second scale error, but over a wide range of thicknesses the relative shift is not constant: it becomes smaller for thicker films. A normally distributed thickness variation of 0.3 nm rms lowers the inferred mean by $0.3^2/(2L)=0.015$ nm. The nonlinear inverse of the scale factor can matter more: averaging $1.25/k$ over a normal $k$, cut at three standard deviations, raises the value by 0.055 nm. This shift depends on the assumed distribution, on the cut (0.042 nm at two standard deviations, 0.058 nm at four) and on the prior for the thickness: the average as written treats $\ln X$ as uniform, and a prior uniform in $X$ gives 0.12 nm. If the true $L$ is instead normal about 3.0 nm, the thickness is linear in $L$ and its mean does not move. The shifts of 0.015 and 0.055 nm are about 6 and 21 percent of the 0.265 nm standard error. The formula also assumes emission exactly along the normal: collecting over a cone of half-angle 15 or 30 degrees raises a 1.25 nm reading by about 0.02 or 0.09 nm. Interface suboxides and photoelectron diffraction from the crystalline substrate are left out of the model altogether. The more serious assumption is that the film stayed the same. If oxide grew or was removed between the runs, there are two thicknesses to report, each 0.25 nm from the average.

## Comparison of the estimate and the exact result

The scaling estimate gave 0.85 nm, about 4 percent below the exact least-squares value of 0.882 nm. Part of this closeness is a cancellation. The linear estimate lowered the readings by 32 percent, whereas equation (4) lowers them by 23.5 percent, because the gain from further shrinking diminishes as the difference becomes smaller. On the other hand, the estimate started from 1.25 nm, whereas the exact calculation starts from the inverse-variance mean, 1.154 nm. The first approximation makes the result too low and the second makes it too high.

The rough threshold $\eta>a^2/b^2$ agrees with equation (2), although its derivation assumed a small difference. The estimate of $x$ is less robust: for $b^2Q_0>1$ it becomes negative, while equation (1) remains positive for positive readings and $a>0$.

The limits of equation (1) show what the scaling picture captures. As $b\to0$, the estimate tends to $m$, and no common shift remains. As $a\to0$ at fixed unequal readings and fixed $b>0$, it tends to zero: the fit can reconcile two supposedly precise but different numbers only by shrinking both to nothing. With both kinds of error attached to the common thickness, as in equation (6), the estimate stays at 1.25 nm in this limit and $\chi^2$ diverges. The contradiction then appears as a failed consistency test instead of a thinner film. The numerical output below gives the least-squares values used here.

## Table of computed values

```
Readings: 1.50, 1.00 nm
Independent, shared relative errors: 10, 20 %
Attenuation length, rough input: 3.0 nm
Normalized intensity ratios: 0.6487, 0.3956 (no unit)
Measured-value V11, V22, V12: 0.1125, 0.0500, 0.0600 nm^2
Correlation, sigma2/sigma1: 0.8000, 0.6667 (no unit)
Measured-value weights: -0.2353, 1.2353 (no unit)
Measured-value estimate: 0.8824 nm = 8.82 angstrom
Its stated standard error: 0.2183 nm
Its chi-square: 5.8824 (no unit)
Reading-ratio threshold: 1.2500 (no unit)
Fixed independent errors s1, s2: 0.150, 0.100 nm
Disagreement Q: 7.6923 (no unit)
Factor f applied to readings: 0.7647 (no unit)
Scale on prediction, estimate: 1.1538 nm
Scale on prediction, standard error: 0.2453 nm
Common-value weights: 0.5000, 0.5000 (no unit)
Common-value estimate: 1.2500 nm = 12.50 angstrom
Common-value standard error: 0.2652 nm
Common-value chi-square: 8.0000 (no unit)
Chi-square tail probability: 0.468 %
Logarithmic-model estimate: 1.2247 nm
Measured-value recipe bias, quadrature: -4.45 %
Measured-value recipe bias, leading law: -5.00 %
Fixed-error recipe bias, quadrature: -0.99 %
Simulation: 200000 pairs, true thickness 1.25 nm
Simulated measured-value mean: 1.1941 nm
Simulated equal-weight mean: 1.2495 nm
Recipe below both, simulated: 11.73 %
Recipe below both, predicted: 11.83 %
Assumed thick-sample ratio error: 10 %
Resulting reading shifts: -7.29, -7.83 %
Assumed thickness variation, rms: 0.30 nm
Thickness-variation shift: -0.0150 nm
Inverse-scale mean shift, cut at 3 sigma: 0.0552 nm
Independent error needed for chi-square 1: 28.28 %
Common-value result then: 1.2500 +/- 0.3536 nm
Measured-value estimate then: 1.1111 nm
```
